Bias parity of spin-transfer torques in a symmetric tunnel junction

1. The decision, and what it needs

A torque calculation for a magnetic tunnel junction has to settle which bias polarities to compute, and which powers of bias to allow when the results are fitted for a magnetization-dynamics code. For identical electrodes and a mirror-symmetric barrier, one polarity is enough, provided that the whole spin-current vector is stored. The field-like torque is the same at both polarities. The damping-like torque is in general neither even nor odd, but its value at reversed bias follows from the stored vector.

The junction has a left electrode L and a right electrode R. The unit vectors m_L and m_R give their majority-spin directions and enclose an angle θ, with 0 < θ < π. The magnetic moment of an electron is opposite to its spin; using moment directions instead changes signs in the torque formulas but no parity in bias. The bias energy is

v = μ_L − μ_R,

so positive v drives electrons from L to R. The vector Q is the spin current through the barrier, counted positive from L to R. Its direction is that of the transported spin. It is angular momentum per time, hence an energy.

The description is a mean-field one: electrons move independently in a potential and an exchange field. The assumptions are:

(a) There is no spin-orbit coupling and no spin-flip scattering, and the barrier is nonmagnetic.
(b) The electrodes have the same material, thickness and temperature, and the bands of each shift rigidly with its chemical potential.
(c) The mirror x → −x carries the potential profile at v into that at −v, up to a uniform energy shift. A symmetric barrier with a linear potential drop does this.
(d) The steady state at given v is unique, so a self-consistent solution does not break the symmetry by itself.
(e) The electrodes are deep enough to absorb the spin current transverse to their magnetization.

2. From spin current to torque

Let the exchange term on a site of R be h = −(Δ/2) m_R·σ, with Δ > 0 the splitting. It changes the electron spin s = (ħ/2)σ at the rate

(i/ħ)[h, s_a] = −(iΔ/4) Σ_b m_R,b [σ_b, σ_a] = −(Δ/2)(m_R×σ)_a,

where [σ_b, σ_a] = 2i Σ_c ε_bac σ_c and ε_bac = −ε_abc were used. In a steady state the average spin on the site is constant, so inflow minus outflow balances this rate:

Q_in − Q_out = (Δ/2) m_R×⟨σ⟩.

The right side is the reaction torque on the magnetization. Summed over R, it is the spin current entering from the barrier minus the current left deep inside. There, transverse spin is a superposition of majority and minority waves, with a phase such as (k↑ − k↓)x that varies with energy, and at large enough depth x the energy integral averages it out. In a single channel this is slow: in the example of section 7 at zero temperature and v = 0.2 eV, about 1% of the transverse current is still left after a thousand sites. In a three-dimensional electrode the sum over transverse momenta adds further averaging. The longitudinal part passes on and exerts no torque. Therefore

T_R = Q − (Q·m_R) m_R.

Two unit vectors normal to m_R resolve it:

n = m_L×m_R / sinθ,
e_R = (m_L − cosθ m_R) / sinθ,
T_R = τ_∥ e_R + τ_⊥ n, with τ_∥ = Q·e_R and τ_⊥ = Q·n.

Here τ_∥ is the damping-like torque and τ_⊥ the field-like torque.

3. The exchange operation

Define the bisector and difference directions

b = (m_L + m_R) / (2 cos(θ/2)),
c = (m_R − m_L) / (2 sin(θ/2)).

They are orthogonal unit vectors in the plane of the magnetizations. A spin rotation by π about b acts on any vector a as

R_b a = 2(b·a) b − a.

Since b·m_L = (1 + cosθ)/(2 cos(θ/2)) = cos(θ/2), we get

R_b m_L = 2 cos(θ/2) b − m_L = m_R,

and likewise R_b m_R = m_L. The rotation swaps the two magnetization directions.

Now combine it with the mirror x → −x acting on the orbital coordinates alone. Without spin-orbit coupling, orbital and spin operations may be chosen separately. The mirror puts the left electrode on the right with direction m_L, and the rotation turns that direction into m_R. The magnetic configuration is restored.

The bias is not. Take the electrode potentials and chemical potentials as v on the left and 0 on the right. After the mirror they are 0 on the left and v on the right. Subtracting the uniform energy v, which has no effect on currents, leaves −v on the left and 0 on the right. This is the same junction at bias −v. By assumption (d), the transformed steady state is the steady state at −v.

The spin current changes in two ways. The mirror reverses the flow direction and gives a factor −1; the rotation turns the spin direction by R_b. Spin is conserved in the barrier, so Q is the same on every plane there, and it does not matter that the mirror moves the plane of evaluation. Hence

Q(−v) = −R_b Q(v) = Q(v) − 2b [b·Q(v)].   (1)

The components along b, c and n follow:

Q_b(−v) = −Q_b(v),
Q_c(−v) = Q_c(v),
Q_n(−v) = Q_n(v).

The last line is τ_⊥(−v) = τ_⊥(v). No expansion in the barrier transmission was made, so within the stated description the result holds to all orders in tunnelling.

4. Why the damping-like torque differs

From the definitions of b and c,

m_R = cos(θ/2) b + sin(θ/2) c,
m_L = cos(θ/2) b − sin(θ/2) c.

Inserting these into e_R gives

sinθ e_R = cos(θ/2)(1 − cosθ) b − sin(θ/2)(1 + cosθ) c.

With 1 − cosθ = 2 sin²(θ/2), 1 + cosθ = 2 cos²(θ/2) and sinθ = 2 sin(θ/2) cos(θ/2), this becomes

e_R = sin(θ/2) b − cos(θ/2) c,

and therefore

τ_∥ = sin(θ/2) Q_b − cos(θ/2) Q_c.   (2)

The first term is odd in bias and the second is even.

The torques themselves show where the two cases part. The torque on L is T_L = −Q + (Q·m_L) m_L, because the current leaves L. A torque is a spin vector without a flow direction, so the exchange operation gives T_R(−v) = R_b T_L(v). Along n, the rotation supplies a minus sign, and spin conservation supplies another through T_L·n = −T_R·n at the same bias. The two signs cancel, and τ_⊥ is even. In the plane, R_b e_R = e_L with e_L = (m_R − cosθ m_L)/sinθ, so

τ_∥(−v) = −Q(v)·e_L.   (3)

This is a different component of Q from τ_∥(v) = Q(v)·e_R, and conservation alone does not relate the two. Equation (3) is the one to implement when only positive bias is computed.

5. Zero and small bias

At v = 0, choose spin axes with m_L and m_R in the xz plane. The Hamiltonian is then a real symmetric matrix, and so is the equilibrium density matrix. On a lattice with hopping −t, let

z_a = Σ_αβ ⟨c†_jα (σ_a)_αβ c_j+1,β⟩.

The hopping on the bond j → j+1 changes the spin on site j+1 at the rate

Q_a = (it/2)(z_a* − z_a) = t Im z_a.

For real σ_x and σ_z, z_a is real and the in-plane current vanishes. The matrix σ_y is imaginary, so Q_n may survive. It is the torque of the equilibrium exchange coupling. To see this, turn m_R about n by dθ. The grand potential Ω changes by the average change of the Hamiltonian:

dΩ = −(Δ/2) Σ_j dθ (n×m_R)·⟨σ_j⟩ = −dθ n·Σ_j (Δ/2) m_R×⟨σ_j⟩ = −τ_⊥(0) dθ.

Thus τ_⊥(0) = −∂Ω/∂θ. A fit that forces the field-like torque through zero at zero bias discards this term.

If the response is analytic in v, the parities fix the leading powers:

τ_⊥ = τ_⊥(0) + O(v²),
odd part of τ_∥ = O(v),
even part of τ_∥ = O(v²).

The damping-like torque is therefore odd in linear response, and its mixed parity appears at second order.

6. The weak-tunnelling limit

To leading order in the barrier transmission, let j_σσ' be the number current from spin σ in L to spin σ' in R, before the spin overlap is included. Quantized along the local magnetizations, equal labels have overlap probability C = cos²(θ/2) and opposite labels S = sin²(θ/2). Define

A = j↑↑ − j↓↓,  B = j↑↓ − j↓↑.

The exchange field of L exerts no torque along m_L, so spin along m_L leaves L through the barrier alone, and each electron carries away ±ħ/2. The same argument holds for arrival in R along m_R:

Q·m_L = (ħ/2)(C A + S B),
Q·m_R = (ħ/2)(C A − S B).

In the second line B changes sign because the arriving spin counts. Then

τ_∥ = (Q·m_L − cosθ Q·m_R)/sinθ
= (ħ/(2 sinθ)) [C A (1 − cosθ) + S B (1 + cosθ)]
= (ħ/(2 sinθ)) 2CS (A + B)
= (ħ/4) sinθ (A + B),   (4)

where 1 − cosθ = 2S, 1 + cosθ = 2C and CS = sin²θ/4.

Exchanging the electrodes gives j_σσ'(−v) = −j_σ'σ(v). Hence A is odd and B is even. The even part comes from the difference between majority-to-minority and minority-to-majority tunnelling. At finite bias these differ, because the two electrodes are sampled at different energies relative to their bands.

The quantities in (4) can be read from collinear calculations. With Q_P and Q_AP the components of Q along m_L at θ = 0 and θ = π, the expressions above give Q_P = (ħ/2)A and Q_AP = (ħ/2)B, so

τ_∥ = sinθ (Q_P + Q_AP)/2.   (5)

One special case has pure parity. If neither electrode has minority states in the energy window, j↑↓ and j↓↑ vanish, B = 0, and τ_∥ is odd. This holds beyond weak tunnelling: only majority electrons carry current deep in either electrode, so Q·m_L = Q·m_R = ħJ/2 with J the number current. Then Q_c = 0 and τ_∥ = (ħJ/2) tan(θ/2), which is odd because J is.

7. Worked example

The example is a one-channel chain with round model parameters. The hopping is t = 1 eV, the exchange splitting 0.8 eV, and the mean electrode site energy lies 1.2 eV above the electrode's own chemical potential. Four barrier sites have an energy 3.0 eV above the common chemical potential at zero bias, and a linear potential drop is added under bias. The angle is 90° and, unless stated otherwise, the temperature is zero. Nonequilibrium Green functions with exact self-energies for the semi-infinite electrodes give the density matrix, integrated numerically over the occupied energies.

At v = +0.25 eV the components of Q are

Q_b = −0.728 μeV, Q_c = −4.452 μeV, Q_n = 7.705 μeV.

At v = −0.25 eV, Q_b becomes +0.728 μeV and the others are unchanged. Equation (2), with sin 45° = cos 45° = 0.7071, gives

τ_∥(+0.25 eV) = 0.7071 × (−0.728 + 4.452) = 2.63 μeV,
τ_∥(−0.25 eV) = 0.7071 × (0.728 + 4.452) = 3.66 μeV.

Across the bias range:

v = 0: τ_⊥ = 7.13 μeV, τ_∥ = 0
v = ±0.1 eV: τ_⊥ = 7.22 μeV; τ_∥ = 0.15 (+), 0.83 (−) μeV
v = ±0.2 eV: τ_⊥ = 7.50 μeV; τ_∥ = 1.45 (+), 2.52 (−) μeV
v = ±0.3 eV: τ_⊥ = 7.96 μeV; τ_∥ = 4.26 (+), 5.00 (−) μeV

The field-like torque rises by 0.09, 0.37 and 0.83 μeV above its zero-bias value, close to the ratio 1:4:9 of a quadratic law. Its equilibrium part dominates in this model.

The damping-like torque has the same sign at both polarities for all three biases. Its odd parts are −0.34, −0.53 and −0.37 μeV; its even parts are 0.49, 1.98 and 4.63 μeV. Equation (5) accounts for the values at 0.3 eV. The collinear currents there are Q_P = −0.748 μeV and Q_AP = 9.257 μeV, so

(−0.748 + 9.257)/2 = 4.25 μeV at +0.3 eV,
(0.748 + 9.257)/2 = 5.00 μeV at −0.3 eV.

The small negative odd part has a simple origin. Write an electrode wave as e^(ikj) + r_e e^(−ikj) for j ≤ 0, decaying in the barrier by a factor r per site. Matching at j = 0 and j = 1 gives e^(ik) + r_e e^(−ik) = r(1 + r_e), hence

1 + r_e = −2i sin k / (e^(−ik) − r).

The weight at the interface per unit energy is |1 + r_e|² divided by the velocity, which is proportional to sin k:

w ∝ sin k / (1 + r² − 2r cos k).

For a flat barrier of site energy ε_B and an electrode band centred at ε_σ, the lattice equations give t(r + 1/r) = ε_B − E and 2t cos k = ε_σ − E. The denominator is then r(ε_B − ε_σ)/t, and

w_σ ∝ sin k_σ / (ε_B − ε_σ).

At the Fermi level ε↑ = 0.8 eV and ε↓ = 1.6 eV, so cos k is 0.4 and 0.8, and sin k is 0.917 and 0.600. The weights are

w↑ ∝ 0.917/2.2 = 0.417,  w↓ ∝ 0.600/1.4 = 0.429.

The minority electrons move more slowly but match the barrier better, and they tunnel slightly more easily. With j_σσ' ∝ w_σ w_σ', the number current J at 90° is half the sum of the four j_σσ', and the odd part of (4) becomes

(ħ/4)A = (ħJ/2)(w↑ − w↓)/(w↑ + w↓).

At 0.1 eV the charge current is 12.54 nA, so ħJ/2 = 25.8 μeV. The weight ratio is −0.0142, which gives −0.37 μeV. The computed −0.34 μeV also contains higher odd powers of v.

The even part follows from the energy dependence of the weights. States in L lie lower by v relative to their band than states of the same energy in R. To first order in v,

w↑(L) w↓(R) − w↓(L) w↑(R) ≈ w↑w↓ v (d ln w↓/dE − d ln w↑/dE).

The factor 1/r dropped from w_σ also depends on energy, but it is the same for both spins and cancels in this difference. What remains of d ln w/dE is cos k/(2t sin²k), which is 1.11 per eV for minority and 0.24 per eV for majority electrons. With w↑w↓/(w↑ + w↓)² ≈ 0.25, the even part at 0.1 eV is about

25.8 × 0.25 × 0.1 × 0.87 = 0.56 μeV,

against the computed 0.49 μeV. The estimate leaves out the effect of the barrier's slope on r, which enters at the same order in v. At this bias the even part exceeds the odd part because the two spins have nearly equal weights at the Fermi level but quite different energy derivatives. A small enough bias reverses that order, since the odd part starts linearly and the even part quadratically in v; other parameters can reverse it too. The weight ratio of −0.0142 is an accident of these model parameters. The odd part is proportional to that ratio, so a junction with strongly spin-polarized tunnelling keeps the odd part dominant to much higher bias, and in the half-metallic limit of section 6 the even part is absent.

8. Where the result stops

Unequal electrodes remove the exchange operation. With the right-hand splitting reduced to 0.4 eV, τ_⊥ is 3.68 μeV at +0.2 eV and 3.48 μeV at −0.2 eV. Its odd part, 0.10 μeV, is 3% of the even part. Raising the first barrier site by 0.5 eV in the original junction gives 5.78 and 5.30 μeV, an odd part of 0.24 μeV or 4%. An odd field-like term in a fit thus signals broken symmetry or a failure of another assumption, and its size does not say which.

Thin electrodes need care even when they are equal. If transverse spin leaks out of their outer faces, the normal torques on L and R need not cancel under bias, and the second minus sign in section 4 is lost. The relation T_R(−v) = R_b T_L(v) survives if the outer leads are also equal. The torque must then be computed as inflow minus outflow. In the example at v = 0.2 eV, with a thermal energy of 0.08 eV (about 930 K, with the splitting held fixed), the transverse current 200 sites inside R has fallen to 0.09% of its value at the barrier; it oscillates with depth, between about 0.05% and 0.2% near that site. Near the same depth about 2% is left at 300 K and about 4% at zero temperature. The local exchange-field torque up to that depth gives τ_∥ = 0.296 μeV, against 0.301 μeV from the barrier current. This small leak is 2% of τ_∥, because the field-like component, 6.58 μeV, dominates the transverse current.

With spin-orbit coupling or spin-flip scattering in the barrier, Q is not conserved there, and equation (1) cannot be relied on. The two cases differ in what remains. If spin-flip scattering has no preferred spin direction and is distributed mirror-symmetrically, the exchange operation survives, and T_R(−v) = R_b T_L(v) still holds. One polarity is then enough if the torques on both electrodes are stored, but the field-like torque need not be even. With spin-orbit coupling, spin and orbital operations can no longer be chosen separately. Unless another symmetry of the particular junction relates the two polarities, both then have to be computed.
